# Silicon–silica band offsets with material-specific and common exchange fractions: test program

```python
"""Band offsets from bulk hybrid-functional edges and an interface lineup.

Result under test:
  VBO = Ev_A(a_A) + L - Ev_B(a_B),  CBO = Ec_B(a_B) - Ec_A(a_A) - L
a_X: exact-exchange fraction in material X; Ev, Ec: edges relative to the
average electrostatic electron energy of each bulk; L = Vbar_A - Vbar_B.
A self-consistent chain tests the formula, including unequal fractions.
The silicon/silica table below holds round model inputs, not measurements.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

# ---------- self-consistent test chain (energies in eV) ----------
HOPPING, HARTREE, FOCK, LOCAL_X = 1.0, 2.0, 4.0, 2.2
HALF_SPLITTING = {"A": 1.0, "B": 3.0}
MEAN_LEVEL = {"A": 0.0, "B": 0.3}


def solve_chain(materials, fractions):
    """Closed-shell hybrid mean field on a ring; even sites are anions."""
    n = len(materials)
    site = np.arange(n)
    sign = np.where(site % 2 == 0, -1.0, 1.0)
    level = np.array([MEAN_LEVEL[m] + s * HALF_SPLITTING[m]
                      for m, s in zip(materials, sign)])
    core = np.diag(level)
    core[site, (site + 1) % n] -= HOPPING
    core[(site + 1) % n, site] -= HOPPING
    distance = np.abs(site[:, None] - site[None, :])
    distance = np.minimum(distance, n - distance)
    weight = np.sqrt(np.outer(fractions, fractions))
    fock_kernel = weight * FOCK / np.sqrt(1.0 + distance**2)
    laplacian = 2 - 2 * np.cos(2 * np.pi * np.fft.fftfreq(n))
    laplacian[0] = 1.0

    def hamiltonian(density):
        occupation = np.diag(density)
        charge_q = np.fft.fft(2 * occupation - 1)
        charge_q[0] = 0.0
        potential = np.fft.ifft(HARTREE * charge_q / laplacian).real
        local_x = -(1 - fractions) * LOCAL_X * np.cbrt(occupation)
        h = core + np.diag(potential + local_x) - fock_kernel * density
        return h, potential

    _, orbitals = np.linalg.eigh(core)
    density = orbitals[:, :n // 2] @ orbitals[:, :n // 2].T
    for _ in range(600):
        h, _ = hamiltonian(density)
        _, orbitals = np.linalg.eigh(h)
        new = orbitals[:, :n // 2] @ orbitals[:, :n // 2].T
        error = np.max(np.abs(new - density))
        density = density + 0.35 * (new - density)
        if error < 1e-9:
            break
    assert error < 1e-9, "chain not self-consistent"
    h, potential = hamiltonian(density)
    energies = np.linalg.eigvalsh(h)
    return h, potential, energies[n // 2 - 1], energies[n // 2]


def bulk_edges(material, fraction):
    result = solve_chain([material] * 80, np.full(80, fraction))
    return np.array(result[2:])


def local_edges(h, anion, reach):
    """Band edges of the crystal whose couplings are those near one cell."""
    lower, upper = [], []
    for k in np.linspace(0, 2 * np.pi, 41):
        block = np.zeros((2, 2), complex)
        for m in range(-reach, reach + 1):
            for i in range(2):
                for j in range(2):
                    block[i, j] += (h[anion + i, anion + j + 2 * m]
                                    * np.exp(1j * k * m))
        e = np.linalg.eigvalsh((block + block.conj().T) / 2)
        lower.append(e[0])
        upper.append(e[1])
    return np.array([max(lower), min(upper)])


def interface(fraction_a, fraction_b, length=41):
    materials = ["A"] * length + ["B"] * length
    fractions = np.repeat([fraction_a, fraction_b], length)
    h, v, homo, lumo = solve_chain(materials, fractions)
    mid_a, mid_b = length // 2, length + length // 2
    average = [(v[c - 1] + 2 * v[c] + v[c + 1]) / 4 for c in (mid_a, mid_b)]
    reach = length // 4 - 1
    edges_a = local_edges(h, mid_a, reach)
    edges_b = local_edges(h, mid_b - 1, reach)
    direct = np.array([edges_a[0] - edges_b[0], edges_b[1] - edges_a[1]])
    confinement = np.array([edges_a[0] - homo, lumo - edges_a[1]])
    return direct, average[0] - average[1], confinement


def offsets(edges_a, edges_b, lineup):
    return np.array([edges_a[0] + lineup - edges_b[0],
                     edges_b[1] - edges_a[1] - lineup])


chain = {}
worst_chain_error = 0.0
for pair in ((0.0, 0.0), (0.25, 0.25), (0.10, 0.40)):
    direct, chain_lineup, confinement = interface(*pair)
    from_bulk = offsets(bulk_edges("A", pair[0]), bulk_edges("B", pair[1]),
                        chain_lineup)
    worst_chain_error = max(worst_chain_error,
                            np.max(np.abs(direct - from_bulk)))
    # The true interface spectrum must approach the edges of material A.
    assert np.all(confinement > -0.002) and np.all(confinement < 0.05)
    chain[pair] = (direct, chain_lineup)
assert worst_chain_error < 0.005
specific_chain, specific_lineup = chain[(0.10, 0.40)]
frozen_chain = offsets(bulk_edges("A", 0.10), bulk_edges("B", 0.40),
                       chain[(0.0, 0.0)][1])
short_chain = interface(0.10, 0.40, 29)[0]
length_shift = np.max(np.abs(short_chain - specific_chain))
assert length_shift < 0.02
chain_gaps = [np.diff(bulk_edges("A", a))[0] for a in (0.0, 0.25, 0.5)]
gap_bend = chain_gaps[1] - (chain_gaps[0] + chain_gaps[2]) / 2
assert abs(gap_bend) < 0.25 * abs(chain_gaps[2] - chain_gaps[0])

# ---------- silicon on silica: round model inputs (eV) ----------
table_fraction = np.array([0.0, 0.10, 0.25, 0.50])
silicon = np.array([[5.60, 5.42, 5.16, 4.74], [6.20, 6.49, 6.92, 7.62]])
oxide = np.array([[1.50, 0.90, 0.02, -1.42], [7.30, 7.58, 7.99, 8.66]])
lineup = -1.50
eps_si, eps_ox = 12.0, 2.4
fitted = [0, 2, 3]


def edges_at(table, fraction):
    return np.array([np.polyval(np.polyfit(table_fraction[fitted],
                                           row[fitted], 2), fraction)
                     for row in table])


def linear_edges(table, fraction):
    return np.array([np.interp(fraction, table_fraction, r) for r in table])


holdout = max(np.max(np.abs(edges_at(t, 0.10) - t[:, 1]))
              for t in (silicon, oxide))
assert holdout < 0.006  # entries are rounded to 0.01 eV
a_si, a_ox = 1 / eps_si, 1 / eps_ox
si_specific, ox_specific = edges_at(silicon, a_si), edges_at(oxide, a_ox)
specific = offsets(si_specific, ox_specific, lineup)
linear = offsets(linear_edges(silicon, a_si), linear_edges(oxide, a_ox), lineup)
interpolation_shift = np.max(np.abs(linear - specific))
assert interpolation_shift < 0.015


def common_offsets(fraction):
    return offsets(edges_at(silicon, fraction), edges_at(oxide, fraction), lineup)


common = common_offsets(0.25)
si_change = (si_specific - edges_at(silicon, 0.25)) * np.array([1, -1])
ox_change = (ox_specific - edges_at(oxide, 0.25)) * np.array([-1, 1])
assert np.allclose(si_change + ox_change, specific - common, atol=1e-10)
scan = np.array([common_offsets(a) for a in np.linspace(0, 0.5, 501)])
assert np.all(scan.max(axis=0) < specific)  # neither offset is reached

eps_ox_shift = offsets(si_specific, edges_at(oxide, 1 / 2.2), lineup) - specific
eps_si_shift = offsets(edges_at(silicon, 1 / 11), ox_specific, lineup) - specific

# ---------- device consequence and neglected effects ----------
e, hbar, m_e = const.e, const.hbar, const.m_e
field = 5e8  # V/m
oxide_mass = 0.5


def tunnel_exponent(barrier):
    return (4 * np.sqrt(2 * oxide_mass * m_e) * (barrier * e)**1.5
            / (3 * hbar * e * field))


def wkb_exponent(barrier):
    width = barrier / field
    integral = quad(lambda u: np.sqrt(1 - u), 0, 1)[0]
    return 2 * np.sqrt(2 * oxide_mass * m_e * barrier * e) / hbar * width * integral


exponents = [tunnel_exponent(b) for b in (common[1], specific[1])]
for barrier, exponent in zip((common[1], specific[1]), exponents):
    assert abs(wkb_exponent(barrier) / exponent - 1) < 1e-6
decades = (exponents[1] - exponents[0]) / np.log(10)

contrast = (eps_si - eps_ox) / (eps_si + eps_ox)
image_lowering = np.sqrt(contrast * e * field
                         / (4 * np.pi * const.epsilon_0 * eps_ox))
image_strength = contrast * e / (16 * np.pi * const.epsilon_0 * eps_ox) * 1e9
field_nm = field * 1e-9
maximum = minimize_scalar(lambda x: field_nm * x + image_strength / x,
                          bounds=(0.01, 5), method="bounded",
                          options={"xatol": 1e-10})
assert abs(maximum.fun - image_lowering) < 1e-6

channel_mass, field_ratio = 0.9, 1 / 3
kinetic = hbar**2 / (2 * channel_mass * m_e * e) * 1e18  # eV nm^2
channel_field = field_nm * field_ratio
subband = -ai_zeros(1)[0][0] * (kinetic * channel_field**2)**(1 / 3)
step = 0.005
x = np.arange(1, 3000) * step
numeric = eigh_tridiagonal(2 * kinetic / step**2 + channel_field * x,
                           np.full(len(x) - 1, -kinetic / step**2),
                           select="i", select_range=(0, 0))[0][0]
assert abs(numeric - subband) < 1e-4

spin_orbit = 0.044
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
coupling = sum(np.kron(-1j * levi[i], pauli[i] / 2) for i in range(3))
so_levels = np.linalg.eigvalsh(2 * spin_orbit / 3 * coupling)
assert abs(so_levels[-1] - so_levels[0] - spin_orbit) < 1e-12
vibration_si, vibration_ox = 0.1, 0.5

# ---------- output ----------
print("MODEL INPUTS (round; edges from own bulk average potential)")
for i, a in enumerate(table_fraction):
    print(f"a={a:.2f}: Si Ev,Ec={silicon[0,i]:.2f},{silicon[1,i]:.2f}; "
          f"oxide Ev,Ec={oxide[0,i]:.2f},{oxide[1,i]:.2f} eV")
print(f"Lineup Vbar(Si)-Vbar(oxide) = {lineup:.2f} eV")
print(f"Dielectric constants Si, oxide = {eps_si:.1f}, {eps_ox:.1f}")
print("MATERIAL-SPECIFIC RESULT")
print(f"Fractions Si, oxide = {a_si:.4f}, {a_ox:.4f}")
print(f"Si Ev, Ec, gap = {si_specific[0]:.3f}, {si_specific[1]:.3f}, "
      f"{np.diff(si_specific)[0]:.3f} eV")
print(f"Oxide Ev, Ec, gap = {ox_specific[0]:.3f}, {ox_specific[1]:.3f}, "
      f"{np.diff(ox_specific)[0]:.3f} eV")
print(f"VBO, CBO, sum = {specific[0]:.3f}, {specific[1]:.3f}, "
      f"{specific.sum():.3f} eV")
print(f"Held-out edge error, largest = {holdout:.4f} eV")
print(f"Linear-interpolation offset shift = {interpolation_shift:.4f} eV")
print("COMMON FRACTION")
for a in table_fraction:
    o = common_offsets(a)
    gs, go = np.diff(edges_at(silicon, a))[0], np.diff(edges_at(oxide, a))[0]
    print(f"a={a:.2f}: VBO,CBO={o[0]:.3f},{o[1]:.3f}; "
          f"gaps Si,oxide={gs:.3f},{go:.3f} eV")
print(f"Specific minus common(0.25): VBO, CBO = {specific[0]-common[0]:.3f}, "
      f"{specific[1]-common[1]:.3f} eV")
print(f"  from Si: VBO, CBO = {si_change[0]:.3f}, {si_change[1]:.3f} eV")
print(f"  from oxide: VBO, CBO = {ox_change[0]:.3f}, {ox_change[1]:.3f} eV")
print(f"Largest common VBO, CBO for a=0..0.5 = {scan[:,0].max():.3f}, "
      f"{scan[:,1].max():.3f} eV")
print("SENSITIVITY AND NEGLECTED EFFECTS (rough inputs)")
print(f"Oxide eps 2.4->2.2: dVBO, dCBO = {eps_ox_shift[0]:.3f}, "
      f"{eps_ox_shift[1]:.3f} eV")
print(f"Si eps 12->11: dVBO, dCBO = {eps_si_shift[0]:.3f}, "
      f"{eps_si_shift[1]:.3f} eV")
print(f"Si spin-orbit splitting, valence-edge rise = {spin_orbit:.3f}, "
      f"{so_levels[-1]:.3f} eV")
print(f"Assumed vibrational gap reduction Si, oxide = {vibration_si:.1f}, "
      f"{vibration_ox:.1f} eV")
print(f"Resulting change of VBO+CBO = {vibration_si-vibration_ox:.1f} eV")
print(f"Oxide field = {field/1e8:.1f} MV/cm")
print(f"Image-force lowering = {image_lowering:.3f} eV at {maximum.x:.3f} nm")
print(f"Channel/oxide field ratio, channel mass = {field_ratio:.3f}, "
      f"{channel_mass:.1f} m_e")
print(f"Lowest channel level above Si conduction edge = {subband:.3f} eV")
print(f"Oxide tunnelling mass = {oxide_mass:.1f} m_e")
print(f"Tunnelling exponent common(0.25), specific = {exponents[0]:.2f}, "
      f"{exponents[1]:.2f}")
print(f"Reduction of tunnelling factor = {decades:.2f} decades")
print("TEST CHAIN (not silicon; fractions A=0.10, B=0.40)")
print(f"Direct VBO, CBO = {specific_chain[0]:.4f}, {specific_chain[1]:.4f} eV")
print(f"Largest bulk-plus-lineup error, 3 cases = {worst_chain_error:.2e} eV")
print(f"Lineup at zero fraction, specific = {chain[(0.0,0.0)][1]:.4f}, "
      f"{specific_lineup:.4f} eV")
print(f"Frozen-lineup error VBO, CBO = {frozen_chain[0]-specific_chain[0]:.4f}, "
      f"{frozen_chain[1]-specific_chain[1]:.4f} eV")
print(f"Offset shift, region 29->41 sites = {length_shift:.2e} eV")
print(f"Chain A gap at a=0, 0.25, 0.5 = {chain_gaps[0]:.3f}, "
      f"{chain_gaps[1]:.3f}, {chain_gaps[2]:.3f} eV")
print("OK")
```

Output:

```
MODEL INPUTS (round; edges from own bulk average potential)
a=0.00: Si Ev,Ec=5.60,6.20; oxide Ev,Ec=1.50,7.30 eV
a=0.10: Si Ev,Ec=5.42,6.49; oxide Ev,Ec=0.90,7.58 eV
a=0.25: Si Ev,Ec=5.16,6.92; oxide Ev,Ec=0.02,7.99 eV
a=0.50: Si Ev,Ec=4.74,7.62; oxide Ev,Ec=-1.42,8.66 eV
Lineup Vbar(Si)-Vbar(oxide) = -1.50 eV
Dielectric constants Si, oxide = 12.0, 2.4
MATERIAL-SPECIFIC RESULT
Fractions Si, oxide = 0.0833, 0.4167
Si Ev, Ec, gap = 5.451, 6.442, 0.991 eV
Oxide Ev, Ec, gap = -0.944, 8.439, 9.383 eV
VBO, CBO, sum = 4.896, 3.497, 8.392 eV
Held-out edge error, largest = 0.0032 eV
Linear-interpolation offset shift = 0.0056 eV
COMMON FRACTION
a=0.00: VBO,CBO=2.600,2.600; gaps Si,oxide=0.600,5.800 eV
a=0.10: VBO,CBO=3.018,2.588; gaps Si,oxide=1.069,6.675 eV
a=0.25: VBO,CBO=3.640,2.570; gaps Si,oxide=1.760,7.970 eV
a=0.50: VBO,CBO=4.660,2.540; gaps Si,oxide=2.880,10.080 eV
Specific minus common(0.25): VBO, CBO = 1.256, 0.927 eV
  from Si: VBO, CBO = 0.291, 0.478 eV
  from oxide: VBO, CBO = 0.964, 0.449 eV
Largest common VBO, CBO for a=0..0.5 = 4.660, 2.600 eV
SENSITIVITY AND NEGLECTED EFFECTS (rough inputs)
Oxide eps 2.4->2.2: dVBO, dCBO = 0.217, 0.101 eV
Si eps 12->11: dVBO, dCBO = -0.013, -0.022 eV
Si spin-orbit splitting, valence-edge rise = 0.044, 0.015 eV
Assumed vibrational gap reduction Si, oxide = 0.1, 0.5 eV
Resulting change of VBO+CBO = -0.4 eV
Oxide field = 5.0 MV/cm
Image-force lowering = 0.447 eV at 0.447 nm
Channel/oxide field ratio, channel mass = 0.333, 0.9 m_e
Lowest channel level above Si conduction edge = 0.247 eV
Oxide tunnelling mass = 0.5 m_e
Tunnelling exponent common(0.25), specific = 39.80, 63.16
Reduction of tunnelling factor = 10.15 decades
TEST CHAIN (not silicon; fractions A=0.10, B=0.40)
Direct VBO, CBO = 2.3320, 2.6949 eV
Largest bulk-plus-lineup error, 3 cases = 1.58e-07 eV
Lineup at zero fraction, specific = 0.1196, 0.1151 eV
Frozen-lineup error VBO, CBO = 0.0045, -0.0045 eV
Offset shift, region 29->41 sites = 3.36e-06 eV
Chain A gap at a=0, 0.25, 0.5 = 2.196, 2.780, 3.367 eV
OK
```
